# Li's factorisation rules for metallic gratings in transverse-magnetic polarisation: a numerical check

```python
"""TM rigorous coupled-wave analysis (RCWA) of a lossy metallic lamellar grating.

Result under test: using the inverse rule for eps*E_x and Laurent's rule for
eps*E_z (Li's factorisation) makes mode eigenvalues and reflected amplitudes
converge faster than Laurent's rule in both products.

Convention exp(-i omega t); lengths are multiplied by k0 = 2 pi / wavelength.
H is along the grooves, x across them, z points into the metal.
N: highest retained Fourier order (orders -N..N); eps: relative permittivity.
Layer modes obey B H'' = G H; their eigenvalue is q^2 = -(effective index)^2.
Emissivity = absorptance of the reversed plane wave (reciprocal materials).
The reference solver uses piecewise polynomials fitted to the groove walls.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import eig, solve, svdvals
from scipy.special import spherical_jn

wavelength_um, period_um, groove_um, depth_um = 4.0, 3.0, 1.2, 1.0
angle_deg = 30.0
eps_air, eps_metal = 1.0 + 0j, -20.0 + 30.0j
k0 = 2 * np.pi / wavelength_um
period, groove, depth = k0 * period_um, k0 * groove_um, k0 * depth_um
fraction = groove / period
kx = np.sin(np.radians(angle_deg))
gamma_in = np.cos(np.radians(angle_deg))


def profile_coefficient(n, groove_value, ridge_value):
    """Fourier coefficient of a two-valued profile, groove centred at x = 0."""
    return (ridge_value * (n == 0)
            + (groove_value - ridge_value) * fraction * np.sinc(n * fraction))


def toeplitz_matrix(N, groove_value, ridge_value):
    n = np.arange(-N, N + 1)
    return profile_coefficient(n[:, None] - n[None, :],
                               groove_value, ridge_value)


def plane_waves(N):
    k = kx + np.arange(-N, N + 1) * 2 * np.pi / period
    return k, np.sqrt(1 - k**2 + 0j), np.sqrt(eps_metal - k**2)


def match_layer(G, B, top, bottom, drive):
    """Solve the layer B H'' = G H between two radiating half-spaces."""
    q_squared, modes = eig(solve(B, G))
    q = np.sqrt(q_squared)
    decay = np.exp(-q * depth)
    slope = (B @ modes) * q
    t, b = top @ modes, bottom @ modes
    system = np.block([[-slope + t, (slope + t) * decay],
                       [(-slope - b) * decay, slope - b]])
    amplitudes = solve(system, np.concatenate([drive, np.zeros_like(drive)]))
    down, up = np.split(amplitudes, 2)
    return q_squared, q, modes, down, up, decay


def rcwa(N, rule, groove_eps=eps_air, ridge_eps=eps_metal):
    k, gamma, gamma_sub = plane_waves(N)
    E = toeplitz_matrix(N, groove_eps, ridge_eps)
    A = toeplitz_matrix(N, 1 / groove_eps, 1 / ridge_eps)
    E_inverse = np.linalg.inv(E)
    B = E_inverse if rule == "laurent" else A
    middle = A if rule == "inverse_both" else E_inverse
    G = k[:, None] * middle * k[None, :] - np.eye(2 * N + 1)
    drive = np.zeros(2 * N + 1, complex)
    drive[N] = 2j * gamma_in
    q2, q, modes, down, up, decay = match_layer(
        G, B, np.diag(1j * gamma), np.diag(1j * gamma_sub / eps_metal), drive)
    reflected = modes @ (down + decay * up)
    reflected[N] -= 1
    return q2, reflected


def emissivity(reflected):
    N = len(reflected) // 2
    gamma = plane_waves(N)[1]
    return 1 - np.sum(gamma.real * np.abs(reflected)**2) / gamma_in


def propagating(reflected):
    """Amplitudes of the two propagating orders, -1 and 0."""
    N = len(reflected) // 2
    return reflected[N - 1:N + 1]


def finite_element_reference(degree, N):
    """Wall-fitted polynomial solver; N plane-wave orders outside only."""
    k, gamma, gamma_sub = plane_waves(N)
    cuts = np.array([0, 0.01, 0.1, 0.9, 0.99, 1.0])
    edges = np.concatenate([-groove / 2 + groove * cuts,
                            groove / 2 + (period - groove) * cuts[1:]])
    elements = len(edges) - 1
    # Rows: basis functions; columns: Legendre coefficients.
    value = np.zeros((degree + 1, degree + 1))
    deriv = np.zeros_like(value)
    value[0, :2], value[1, :2] = [0.5, -0.5], [0.5, 0.5]
    deriv[0, 0], deriv[1, 0] = -0.5, 0.5
    for j in range(2, degree + 1):
        value[j, j], value[j, j - 2] = 1, -1
        deriv[j, j - 1] = 2 * j - 1
    norm = 2 / (2 * np.arange(degree + 1) + 1)
    mass_local = (value * norm) @ value.T
    stiff_local = (deriv * norm) @ deriv.T
    size = elements * degree
    mass, B, S, B_loss, S_loss = [np.zeros((size, size), complex)
                                  for _ in range(5)]
    F = np.zeros((2 * N + 1, size), complex)
    for e in range(elements):
        half = (edges[e + 1] - edges[e]) / 2
        centre = (edges[e + 1] + edges[e]) / 2
        eps = eps_air if centre < groove / 2 else eps_metal
        bubbles = elements + e * (degree - 1) + np.arange(degree - 1)
        index = np.concatenate([[e, (e + 1) % elements], bubbles])
        phase = np.ones(degree + 1, complex)
        if e == elements - 1:
            phase[1] = np.exp(1j * kx * period)
        twist = np.conj(phase)[:, None] * phase[None, :]
        m, s = half * mass_local * twist, stiff_local / half * twist
        loss = eps.imag / abs(eps)**2
        block = np.ix_(index, index)
        mass[block] += m
        B[block] += m / eps
        S[block] += s / eps
        B_loss[block] += m * loss
        S_loss[block] += s * loss
        argument = k * half
        moments = np.empty((2 * N + 1, degree + 1), complex)
        for l in range(degree + 1):
            moments[:, l] = (2 * (-1j)**l * np.sign(argument)**l
                             * spherical_jn(l, np.abs(argument)))
        F[:, index] += ((half / period * np.exp(-1j * k * centre))[:, None]
                        * (moments @ value.T) * phase)
    F_dagger = F.conj().T
    top = 1j * period * F_dagger @ (gamma[:, None] * F)
    bottom = (1j * period * F_dagger
              @ ((gamma_sub / eps_metal)[:, None] * F))
    drive = 2j * gamma_in * period * F[N].conj()
    q2, q, modes, down, up, decay = match_layer(S - mass, B, top, bottom, drive)
    reflected = F @ (modes @ (down + decay * up))
    reflected[N] -= 1
    transmitted = F @ (modes @ (decay * down + up))

    # Joule loss from the fields, by quadrature over z in the grating layer.
    points, weights = np.polynomial.legendre.leggauss(20)
    z_cuts = depth * np.array([0, 1e-4, 1e-3, 0.01, 0.1, 0.5,
                               0.9, 0.99, 0.999, 0.9999, 1])
    grating_loss = 0.0
    for z0, z1 in zip(z_cuts[:-1], z_cuts[1:]):
        for p, w in zip(points, weights):
            z = (z0 + z1) / 2 + p * (z1 - z0) / 2
            forward = np.exp(-q * z) * down
            backward = np.exp(-q * (depth - z)) * up
            h = modes @ (forward + backward)
            dh = modes @ (q * (backward - forward))
            density = np.vdot(dh, B_loss @ dh) + np.vdot(h, S_loss @ h)
            grating_loss += w * (z1 - z0) / 2 * density.real
    grating_loss /= period * gamma_in
    substrate_loss = np.sum(
        eps_metal.imag / abs(eps_metal)**2 * (np.abs(gamma_sub)**2 + k**2)
        * np.abs(transmitted)**2 / (2 * gamma_sub.imag)) / gamma_in
    return q2, reflected, grating_loss, substrate_loss


# Exact fundamental groove mode from the two-layer Bloch condition.
mp.mp.dps = 30


def bloch_condition(index_squared):
    e1, e2 = mp.mpc(eps_air), mp.mpc(eps_metal)
    b1, b2 = mp.sqrt(e1 - index_squared), mp.sqrt(e2 - index_squared)
    w1, w2 = mp.mpf(groove), mp.mpf(period - groove)
    ratio = b1 * e2 / (b2 * e1)
    return (mp.cos(b1 * w1) * mp.cos(b2 * w2)
            - (ratio + 1 / ratio) / 2 * mp.sin(b1 * w1) * mp.sin(b2 * w2)
            - mp.cos(mp.mpf(kx) * mp.mpf(period)))


guess = 1 + 2j / (groove * np.sqrt(eps_metal))
index2_exact = complex(mp.findroot(bloch_condition, mp.mpc(guess)))


def mode_error(q_squared):
    return np.min(np.abs(-q_squared - index2_exact))


print(f"wavelength = {wavelength_um:.1f} um, period = {period_um:.1f} um")
print(f"groove width = {groove_um:.1f} um, depth = {depth_um:.1f} um")
print(f"angle = {angle_deg:.0f} deg, metal permittivity = {eps_metal:.0f}")
k_near = plane_waves(1)[0]
print("k_x/k0 of orders -1, 0, 1 =", " ".join(f"{v:.4f}" for v in k_near))

# Products at a wall: continuous D with kinks, jumping E = D / eps.
long_orders = np.arange(-4000, 4001)
D_coefficients = np.cos(np.pi * fraction * long_orders) / (1 + long_orders**2)
D_wall = np.sum(D_coefficients * np.exp(1j * np.pi * fraction * long_orders))
wall_laurent, wall_inverse = {}, {}
for N in (40, 160):
    n = np.arange(-N, N + 1)
    field = profile_coefficient(n[:, None] - long_orders[None, :],
                                1 / eps_air, 1 / eps_metal) @ D_coefficients
    at_wall = np.exp(1j * np.pi * fraction * n)
    wall_laurent[N] = (at_wall @ (toeplitz_matrix(N, eps_air, eps_metal)
                                  @ field) - D_wall) / D_wall
    wall_inverse[N] = (at_wall @ solve(toeplitz_matrix(
        N, 1 / eps_air, 1 / eps_metal), field) - D_wall) / D_wall
    print(f"N={N}: relative wall error, Laurent = {wall_laurent[N]:.4f}")
    print(f"N={N}: |relative wall error|, inverse = {abs(wall_inverse[N]):.5f}")
wall_limit = (eps_metal - eps_air)**2 / (8 * eps_air * eps_metal)
print(f"predicted Laurent wall limit = {wall_limit:.4f}")
assert abs(wall_laurent[160] - wall_limit) < 0.05 * abs(wall_limit)
assert abs(wall_inverse[160]) < 0.5 * abs(wall_inverse[40])

# Stability bounds from the segment joining the two material values.
for name, v1, v2 in (("eps", eps_air, eps_metal),
                     ("1/eps", 1 / eps_air, 1 / eps_metal)):
    segment = v1 + (v2 - v1) * np.linspace(0, 1, 100001)
    distance = np.min(np.abs(segment))
    smallest = svdvals(toeplitz_matrix(160, v1, v2))[-1]
    print(f"[[{name}]]: distance = {distance:.5f}, min sing. = {smallest:.5f}")
    assert smallest >= distance * (1 - 1e-6)

# Matching against the Airy formula for a uniform film on the metal.
film_eps = 4.0 + 0j
film_gamma = np.sqrt(film_eps - kx**2)
Y1, Y2 = gamma_in, film_gamma / film_eps
Y3 = np.sqrt(eps_metal - kx**2) / eps_metal
r12, r23 = (Y1 - Y2) / (Y1 + Y2), (Y2 - Y3) / (Y2 + Y3)
turn = np.exp(2j * film_gamma * depth)
airy = (r12 + r23 * turn) / (1 + r12 * r23 * turn)
film_reflected = rcwa(5, "li", film_eps, film_eps)[1]
assert abs(film_reflected[5] - airy) < 1e-10

# Wall-fitted reference and its own refinement.
coarse = finite_element_reference(9, 5000)
fine = finite_element_reference(12, 12000)
reference = propagating(fine[1])
reference_change = np.linalg.norm(propagating(coarse[1]) - reference)
e_reference = emissivity(fine[1])
e_loss = fine[2] + fine[3]
# Roundoff is amplified by the large eigenvalues of the small elements.
assert mode_error(fine[0]) < 1e-6
assert abs(e_loss - e_reference) < 2e-4
flat_r = (gamma_in - Y3) / (gamma_in + Y3)
print(f"exact groove mode n_eff^2 = {index2_exact:.8f}")
print(f"reference mode error = {mode_error(fine[0]):.1e}")
print(f"reference emissivity = {e_reference:.5f}")
print(f"emissivity from Joule loss = {e_loss:.5f}")
print(f"  grating part = {fine[2]:.5f}, substrate part = {fine[3]:.5f}")
print(f"reference amplitude change on refinement = {reference_change:.1e}")
print(f"flat-metal emissivity = {1 - abs(flat_r)**2:.5f}")

# Convergence of the three factorisations.
truncations = np.array([10, 20, 40, 80, 160])
rules = ("laurent", "li", "inverse_both")
mode_errors = {rule: [] for rule in rules}
amplitude_errors = {rule: [] for rule in rules}
emissivities = {rule: [] for rule in rules}
for N in truncations:
    for rule in rules:
        q2, reflected = rcwa(int(N), rule)
        mode_errors[rule].append(mode_error(q2))
        amplitude_errors[rule].append(
            np.linalg.norm(propagating(reflected) - reference))
        emissivities[rule].append(emissivity(reflected))

print("n_eff^2 errors: N, Laurent, Li, inverse in both")
for i, N in enumerate(truncations):
    print(f"{N:4d}", " ".join(f"{mode_errors[r][i]:.3e}" for r in rules))
print("emissivity: N, Laurent, Li")
for i, N in enumerate(truncations):
    print(f"{N:4d}", " ".join(f"{emissivities[r][i]:.5f}" for r in rules[:2]))
print("amplitude errors: N, Laurent, Li")
for i, N in enumerate(truncations):
    print(f"{N:4d}", " ".join(f"{amplitude_errors[r][i]:.3e}"
                              for r in rules[:2]))


def fitted_slope(errors):
    return np.polyfit(np.log(truncations[1:]), np.log(errors[1:]), 1)[0]


mode_slopes = {r: fitted_slope(mode_errors[r]) for r in rules}
amplitude_slopes = {r: fitted_slope(amplitude_errors[r]) for r in rules[:2]}
print("fitted log-log slopes, N = 20 to 160:")
for rule in rules:
    print(f"  mode, {rule}: {mode_slopes[rule]:.2f}")
for rule in rules[:2]:
    print(f"  amplitude, {rule}: {amplitude_slopes[rule]:.2f}")

# Finite-N corrections at jumps decay slowly, hence the slope intervals.
assert -1.6 < mode_slopes["laurent"] < -0.4
assert -1.6 < mode_slopes["inverse_both"] < -0.4
assert mode_slopes["li"] < -2.0
assert amplitude_slopes["li"] < amplitude_slopes["laurent"]
for i in range(1, len(truncations)):
    assert amplitude_errors["li"][i] < 0.5 * amplitude_errors["laurent"][i]
assert reference_change < 0.3 * min(amplitude_errors["li"])
print("ALL CHECKS PASSED")
```

Printed output:

```
wavelength = 4.0 um, period = 3.0 um
groove width = 1.2 um, depth = 1.0 um
angle = 30 deg, metal permittivity = -20+30j
k_x/k0 of orders -1, 0, 1 = -0.8333 0.5000 1.8333
N=40: relative wall error, Laurent = -2.9208+3.9583j
N=40: |relative wall error|, inverse = 0.00954
N=160: relative wall error, Laurent = -2.8043+3.8138j
N=160: |relative wall error|, inverse = 0.00190
predicted Laurent wall limit = -2.7519+3.7471j
[[eps]]: distance = 0.81923, min sing. = 0.88759
[[1/eps]]: distance = 0.02272, min sing. = 0.02298
exact groove mode n_eff^2 = 1.16086533+0.09458491j
reference mode error = 1.1e-09
reference emissivity = 0.38607
emissivity from Joule loss = 0.38607
  grating part = 0.28655, substrate part = 0.09951
reference amplitude change on refinement = 9.5e-07
flat-metal emissivity = 0.29970
n_eff^2 errors: N, Laurent, Li, inverse in both
  10 1.744e-01 1.025e-03 1.419e-01
  20 9.085e-02 1.004e-04 5.685e-02
  40 3.990e-02 9.704e-06 2.707e-02
  80 1.784e-02 1.016e-06 1.319e-02
 160 8.375e-03 1.143e-07 7.212e-03
emissivity: N, Laurent, Li
  10 0.50180 0.39324
  20 0.44280 0.38874
  40 0.40933 0.38711
  80 0.39680 0.38648
 160 0.39151 0.38624
amplitude errors: N, Laurent, Li
  10 1.558e-01 5.604e-03
  20 9.469e-02 2.082e-03
  40 4.582e-02 8.309e-04
  80 2.165e-02 3.390e-04
 160 1.040e-02 1.389e-04
fitted log-log slopes, N = 20 to 160:
  mode, laurent: -1.15
  mode, li: -3.26
  mode, inverse_both: -1.00
  amplitude, laurent: -1.06
  amplitude, li: -1.30
ALL CHECKS PASSED
```
